# Counting static hyperpolarizability components with point-group symmetry

A methane molecule in a weak static electric field acquires a dipole moment along the field, proportional to its strength. If the field has components along two of the molecule's cubic axes, there is also a dipole along the third, proportional to the product of the two components. A nitrogen molecule has no dipole quadratic in the field, whatever the field's direction. These responses are described by tensors with many components, and the question is how many of those components the shape of the molecule leaves free.

Let the nuclei be clamped, and let the electrons be in a non-degenerate state of energy $E_0$. In a uniform static field $\mathbf F$ the energy is expanded as

$$
E(\mathbf F)=E_0-\mu_iF_i-\tfrac12\alpha_{ij}F_iF_j-\tfrac16\beta_{ijk}F_iF_jF_k-\tfrac1{24}\gamma_{ijkl}F_iF_jF_kF_l-\cdots ,
$$

with repeated indices summed over $x,y,z$. The series is understood as a perturbation expansion about zero field. The dipole moment is $-\partial E/\partial F_i$, so its quadratic part is $\frac12\beta_{ijk}F_jF_k$ and its cubic part is $\frac16\gamma_{ijkl}F_jF_kF_l$.

Since $\beta_{ijk}=-\partial^3E/\partial F_i\partial F_j\partial F_k$ at zero field, and derivatives may be taken in any order, $\beta$ is symmetric under every permutation of its indices. The same holds for $\gamma$. A fully symmetric tensor of rank $n$ has one component for each way of writing $n=n_x+n_y+n_z$, where $n_x$ is the number of indices equal to $x$, and so on. There are $(n+1)(n+2)/2$ ways: 10 for $\beta$ and 15 for $\gamma$. This starting point belongs to static fields. At optical frequencies the response is no longer a set of derivatives of one function $E(\mathbf F)$, full permutation symmetry is not guaranteed, and the counts below need not apply.

Now let $R$ be an orthogonal $3\times3$ matrix that maps the nuclear frame onto itself, exchanging at most identical nuclei, with the origin at a point left fixed by the group. Let $U$ be the unitary operator that applies $R$ to the electron positions. It leaves the field-free Hamiltonian $H_0$ unchanged. The electronic dipole operator obeys $U\hat{\boldsymbol\mu}U^\dagger=R^{-1}\hat{\boldsymbol\mu}$, and the nuclear dipole satisfies the same relation because it is itself unchanged by $R$. Therefore

$$
U\,(H_0-\hat{\boldsymbol\mu}\cdot\mathbf F)\,U^\dagger
=H_0-(R^{-1}\hat{\boldsymbol\mu})\cdot\mathbf F
=H_0-\hat{\boldsymbol\mu}\cdot(R\mathbf F).
$$

The Hamiltonians for the fields $\mathbf F$ and $R\mathbf F$ have the same energies. Because the state is non-degenerate, one energy branch grows out of $E_0$, and it must be the same for both fields:

$$
E(R\mathbf F)=E(\mathbf F).
$$

For a degenerate level this last step fails: the symmetry then relates a set of branches, and a single branch need not have the symmetry of the molecule.

Both sides are power series in $\mathbf F$, so they agree order by order. Two equal homogeneous polynomials have equal symmetric coefficients, as differentiation shows. Since $R^{-1}$ also belongs to the group, the result can be written for $\beta$ as

$$
\beta_{ijk}=R_{ia}R_{jb}R_{kc}\,\beta_{abc},
$$

and in general as $T=R^{\otimes n}T$, where $R^{\otimes n}$ applies $R$ to each of the $n$ indices.

Inversion is the simplest case. With $R=-1$, each index contributes a factor $-1$, so $\beta=(-1)^3\beta=-\beta$ and hence $\beta=0$. For $\gamma$ the factor is $(-1)^4=1$, and inversion imposes no condition. In terms of the energy, $E(-\mathbf F)=E(\mathbf F)$ removes the odd powers of the field.

For a group $G$ with $|G|$ elements, all the conditions can be handled together by the average

$$
P=\frac1{|G|}\sum_{R\in G}R^{\otimes n}.
$$

If $S$ is in $G$, then $S^{\otimes n}R^{\otimes n}=(SR)^{\otimes n}$. As $R$ runs through the group, $SR$ runs through it too, so $S^{\otimes n}P=P$. Averaging this over $S$ gives $P^2=P$. Every tensor $PT$ is therefore invariant, and a tensor that is already invariant satisfies $PT=T$. Thus $P$ projects onto the invariant tensors. It treats all indices alike, so it commutes with index permutations and maps symmetric tensors to symmetric tensors.

A projector has eigenvalues 0 and 1, and its trace counts the ones. The number of independent components is consequently

$$
N_n=\frac1{|G|}\sum_{R\in G}\chi_n(R),
$$

where $\chi_n(R)$ is the trace of $R^{\otimes n}$ within the space of symmetric tensors.

To find this trace, restrict to symmetric tensors by averaging over all $n!$ index permutations $\pi$:

$$
\chi_n(R)=\frac1{n!}\sum_\pi \mathrm{tr}\,(\pi R^{\otimes n}).
$$

In each term the permutation links the indices of the factors $R$ into closed chains. A cycle of length $k$ gives $R_{i_1i_2}R_{i_2i_3}\cdots R_{i_ki_1}=\mathrm{tr}\,R^k$, which we call $p_k$. Three objects have one identity permutation, three exchanges of a pair and two 3-cycles, so

$$
\chi_3=\tfrac16\left(p_1^3+3p_1p_2+2p_3\right).
$$

Four objects have one identity, six single exchanges, three double exchanges, eight 3-cycles and six 4-cycles, so

$$
\chi_4=\tfrac1{24}\left(p_1^4+6p_1^2p_2+3p_2^2+8p_1p_3+6p_4\right).
$$

The group $T_d$ of a regular tetrahedron has five classes. A rotation by $\theta$ has trace $1+2\cos\theta$, and a rotation followed by reflection in the plane normal to its axis has trace $-1+2\cos\theta$. The powers needed follow from $C_3^3=1$, $C_2^2=1$, $S_4^2=C_2$, $S_4^4=1$ and $\sigma_d^2=1$.

| Class | Size | $p_1,p_2,p_3,p_4$ | $\chi_3$ | $\chi_4$ |
|---|---:|---|---:|---:|
| $E$ | 1 | $3,3,3,3$ | 10 | 15 |
| $C_3$ | 8 | $0,0,3,0$ | 1 | 0 |
| $C_2$ | 3 | $-1,3,-1,3$ | $-2$ | 3 |
| $S_4$ | 6 | $-1,-1,-1,3$ | 0 | 1 |
| $\sigma_d$ | 6 | $1,3,1,3$ | 2 | 3 |

For the $S_4$ row, for example, $\chi_3=(-1+3-2)/6=0$ and $\chi_4=(1-6+3+8+18)/24=1$. The group averages are

$$
N_3=\frac{10+8(1)+3(-2)+6(0)+6(2)}{24}=\frac{24}{24}=1,
$$

$$
N_4=\frac{15+8(0)+3(3)+6(1)+6(3)}{24}=\frac{48}{24}=2.
$$

The count does not say which components survive. For that, place the four equivalent atoms at alternate corners of a cube, in the directions $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. The coordinate axes are then the $S_4$ axes. The 48 symmetry operations of the cube permute the coordinates and change some of their signs. At each occupied corner the product of the coordinates is $+1$, and at each empty corner it is $-1$. The operations of $T_d$ are therefore the 24 in which the product of the three sign factors is $+1$.

Average first over the four allowed sign choices $(+,+,+)$, $(+,-,-)$, $(-,+,-)$ and $(-,-,+)$. A component with index numbers $n_x,n_y,n_z$ is multiplied by

$$
\tfrac14\left[1+(-1)^{n_y+n_z}+(-1)^{n_x+n_z}+(-1)^{n_x+n_y}\right].
$$

This equals 1 if the three numbers are all even or all odd. Otherwise one number differs in parity from the other two, two of the signs are negative, and the factor is zero. For rank 3, three even numbers cannot add to 3, and three odd numbers can do so in one way, $n_x=n_y=n_z=1$. The remaining average over coordinate permutations leaves this component unchanged. Hence

$$
(P\beta)_{ijk}=|\epsilon_{ijk}|\,\beta_{xyz},
$$

where $|\epsilon_{ijk}|$ is 1 if the indices are all different and 0 otherwise. The single constant fills six equal entries of the tensor: $xyz$ and its permutations.

For rank 4, three odd numbers cannot add to 4, so all three must be even. The survivors have the patterns $xxxx$ and $xxyy$. Coordinate permutations make the three components of each pattern equal, leaving the two constants $\gamma_{xxxx}$ and $\gamma_{xxyy}$.

The same argument removes the dipole and leaves an isotropic $\alpha$. In the energy, $\beta_{xyz}$ appears six times with the factor $1/6$. Each product $F_i^2F_j^2$ with $i<j$ comes from six index orders with the factor $1/24$. Through fourth order,

$$
E=E_0-\frac{\alpha F^2}{2}-\beta_{xyz}F_xF_yF_z-\frac{\gamma_{xxxx}}{24}\sum_iF_i^4-\frac{\gamma_{xxyy}}4\sum_{i<j}F_i^2F_j^2 .
$$

The quadratic dipole along $z$ is thus $\beta_{xyz}F_xF_y$, which is the transverse response described at the start. The fourth-order energy is independent of direction if it is proportional to $(\sum_iF_i^2)^2=\sum_iF_i^4+2\sum_{i<j}F_i^2F_j^2$. This requires $\gamma_{xxyy}/4=2\gamma_{xxxx}/24$, or $\gamma_{xxxx}=3\gamma_{xxyy}$. An atom in a non-degenerate state satisfies this relation; a tetrahedral molecule need not.

The statement that $\beta_{xyz}$ alone survives depends on the choice of axes. Take instead unit vectors along a threefold axis and normal to it,

$$
\mathbf e_{x'}=\frac{(1,1,-2)}{\sqrt6},\qquad
\mathbf e_{y'}=\frac{(-1,1,0)}{\sqrt2},\qquad
\mathbf e_{z'}=\frac{(1,1,1)}{\sqrt3},
$$

and write $\mathbf F=a\,\mathbf e_{x'}+b\,\mathbf e_{y'}+c\,\mathbf e_{z'}$. Then $F_x$ and $F_y$ are $a/\sqrt6+c/\sqrt3\mp b/\sqrt2$, and $F_z=c/\sqrt3-2a/\sqrt6$, so

$$
\begin{aligned}
F_xF_yF_z&=\left[\left(\frac a{\sqrt6}+\frac c{\sqrt3}\right)^2-\frac{b^2}2\right]\left(\frac c{\sqrt3}-\frac{2a}{\sqrt6}\right)\\
&=\frac{c^3}{3\sqrt3}-\frac{(a^2+b^2)c}{2\sqrt3}-\frac{a^3}{3\sqrt6}+\frac{ab^2}{\sqrt6}.
\end{aligned}
$$

The two $ac^2$ terms, $\sqrt2/(3\sqrt3)$ and $-2/(3\sqrt6)$, cancel. In the new axes the cubic form $\frac16\beta FFF$ has coefficient $\beta_{z'z'z'}/6$ for $c^3$ and $\beta_{z'x'x'}/2$ for $a^2c$, and similarly for the others. Comparison gives

$$
\beta_{z'z'z'}=\frac{2\beta_{xyz}}{\sqrt3},\qquad
\beta_{z'x'x'}=\beta_{z'y'y'}=-\frac{\beta_{xyz}}{\sqrt3},
$$

$$
\beta_{x'x'x'}=-\beta_{x'y'y'}=-\sqrt{\tfrac23}\,\beta_{xyz}.
$$

Several components are now non-zero, but there is still one independent constant.

The same group average gives the following counts for the finite groups. The last three rows belong to infinite groups, for which the sum over $|G|$ elements is not defined. Their counts are derived directly below; the program obtains them from averages over finite subgroups of orders 14, 28 and 120, and confirms them by solving the invariance equations for rotations through one radian, whose powers come arbitrarily close to every angle.

| Symmetry | Inversion | $N_3$ for $\beta$ | $N_4$ for $\gamma$ |
|---|---|---:|---:|
| $C_1$ | no | 10 | 15 |
| $C_i$ | yes | 0 | 15 |
| $C_{2v}$ | no | 3 | 6 |
| $C_{3v}$ | no | 3 | 4 |
| $D_{3h}$ | no | 1 | 3 |
| $D_4$ | no | 0 | 4 |
| $T_d$ | no | 1 | 2 |
| $O$ | no | 0 | 2 |
| $O_h$ | yes | 0 | 2 |
| $C_{\infty v}$ | no | 2 | 3 |
| $D_{\infty h}$ | yes | 0 | 3 |
| atom | yes | 0 | 1 |

Inversion is sufficient for $\beta=0$, but $D_4$ and $O$ show that it is not necessary. Both groups contain twofold rotations about $x$, $y$ and $z$, which supply the four sign choices used above and leave $\beta_{xyz}$ as the sole candidate. Both also contain a quarter turn about $z$, which sends $(x,y,z)$ to $(-y,x,z)$ and reverses the sign of $xyz$. The candidate must equal its own negative, so it vanishes. In $T_d$ a quarter turn is not a symmetry: it moves the atoms to the empty corners. The sign of $\beta_{xyz}$ therefore has a meaning only when the occupied corners are stated.

For a linear molecule along $z$, the energy depends on the field through $F_z$ and $F_\perp^2=F_x^2+F_y^2$. The possible cubic terms are $F_z^3$ and $F_zF_\perp^2$, and the quartic ones are $F_z^4$, $F_z^2F_\perp^2$ and $F_\perp^4$. This reproduces the counts 2 and 3. Inversion removes the cubic pair. For an atom the energy depends on $F^2$, leaving one quartic term.

Methane provides a numerical case. The calculation uses restricted Hartree–Fock theory with the aug-cc-pVDZ basis on carbon and cc-pVDZ on hydrogen, a C–H length of 1.09 Å, and hydrogens at the corners listed above. Dipoles in small fields along six directions $\pm\mathbf u$ were separated into parts even and odd in the field. Let $e(s)$ be the even part at strength $s$, with the zero-field dipole subtracted, and let $o(s)$ be the odd part. Then

$$
\frac{16e_i(h)-e_i(2h)}{6h^2}=\beta_{ijk}u_ju_k+O(h^4),
$$

$$
\frac{o_i(2h)-2o_i(h)}{h^3}=\gamma_{ijkl}u_ju_ku_l+O(h^2).
$$

In the first, the quadratic terms give $(16-4)\beta h^2/2=6\beta h^2$ and the quartic terms cancel. In the second, the linear terms cancel and the cubic ones give $(8-2)\gamma h^3/6=\gamma h^3$. Repeating the second with doubled fields, and combining the two results as $(4\times\text{fine}-\text{coarse})/3$, removes its $h^2$ error. The smallest field was $h=0.004$ atomic units (a.u.). All 10 components of $\beta$ and all 15 of $\gamma$ were fitted without imposing $T_d$ symmetry.

The results are

$$
\beta_{xyz}=-15.357\ \text{a.u.},\qquad
\gamma_{xxxx}=660.2\ \text{a.u.},\qquad
\gamma_{xxyy}=365.9\ \text{a.u.}
$$

In SI units these are $-4.92\times10^{-52}\ \mathrm{C^3\,m^3\,J^{-2}}$, $4.12\times10^{-62}\ \mathrm{C^4\,m^4\,J^{-3}}$ and $2.28\times10^{-62}\ \mathrm{C^4\,m^4\,J^{-3}}$. The digits serve to compare calculations within this model; they do not measure its accuracy for real methane. They are not converged in the basis: with aug-cc-pVDZ on hydrogen as well, $\beta_{xyz}$ becomes $-12.2$ a.u., about 20% smaller in size, and $\gamma_{xxxx}$ and $\gamma_{xxyy}$ become about 1350 and 590 a.u. The largest symmetry-forbidden components found were $2.5\times10^{-5}$ a.u. for $\beta$ and $1.2\times10^{-2}$ a.u. for $\gamma$.

The ratio $\gamma_{xxxx}/(3\gamma_{xxyy})=660.2/1097.7=0.601$ differs clearly from the isotropic value 1. Symmetry permits this but does not predict its size. The value belongs to this method and basis, and it is sensitive to the basis: the hydrogen set has no diffuse functions, and with aug-cc-pVDZ on hydrogen as well $\gamma_{xxxx}$ roughly doubles and the ratio rises to about 0.77. Its size for real methane is not established here.

A field along $[111]$, a direction not used in the fit, checks the reduced tensors. With $u_x=u_y=u_z=1/\sqrt3$,

$$
\beta_{ijk}u_iu_ju_k=\frac{6\beta_{xyz}}{3\sqrt3}=1.1547\times(-15.357)=-17.733\ \text{a.u.},
$$

$$
\gamma_{ijkl}u_iu_ju_ku_l=\frac{\gamma_{xxxx}}3+2\gamma_{xxyy}=220.1+731.8=951.9\ \text{a.u.}
$$

The separate calculation gave $-17.733$ a.u. from both dipoles and energies for $\beta$, and 951.9 a.u. for $\gamma$.

The invariance of the energy can also be seen directly. For $\mathbf F=(0.002,0.004,0.004)$ a.u., applying an $S_4$ operation to the field changed the energy by $1.4\times10^{-14}$ hartree, which is numerical noise. A quarter turn $C_4$ about $z$ equals inversion times an $S_4$ operation, so $E(C_4\mathbf F)=E(-\mathbf F)$. Even orders cancel in the difference, and the leading term is

$$
E(C_4\mathbf F)-E(\mathbf F)\simeq2\beta_{xyz}F_xF_yF_z
=2(-15.357)(3.2\times10^{-8})
=-9.83\times10^{-7}\ \text{hartree}.
$$

The computed difference agrees with this to about 0.02% of the predicted shift.

Carbon monoxide and nitrogen, in restricted Hartree–Fock theory with the 6-31G* basis (five spherical $d$ functions per atom), show the effect of inversion. For CO, with bond length 1.13 Å and oxygen on the positive $z$ side of carbon, $\beta_{zzz}=19.55$ a.u. The dipole along $z$ due to $F_x^2$ gives $\beta_{zxx}=-2.859$ a.u., while the dipole along $x$ due to $F_xF_z$ gives $\beta_{xxz}=-2.860$ a.u. Their agreement tests the permutation symmetry, which comes from the existence of the energy function and not from the shape of the molecule. The values themselves belong to this small basis, which has no diffuse functions. With six Cartesian $d$ functions $\beta_{zzz}$ and $\beta_{zxx}$ become 20.3 and $-3.2$ a.u.; with aug-cc-pVDZ or aug-cc-pVTZ $\beta_{zzz}$ rises to about 32 a.u. and $\beta_{zxx}$ changes sign, to about $+5.8$ and $+5.6$ a.u. For N$_2$, with bond length 1.10 Å, the largest quadratic response in the same two field directions was $3.3\times10^{-5}$ a.u., zero to numerical accuracy.

These zeros belong to the clamped symmetric frame. Stretching one C–H bond of methane lowers $T_d$ to $C_{3v}$, and the table then allows three constants in $\beta$ and four in $\gamma$. In the threefold axes used above, with $z'$ along the stretched bond, the three constants of $\beta$ are $\beta_{z'z'z'}$, $\beta_{z'x'x'}$ and $\beta_{x'x'x'}$, and all three are already non-zero in $T_d$. What a small distortion keeps small is their departure from the tetrahedral ratios, for example $\beta_{z'z'z'}+2\beta_{z'x'x'}$, which must vanish as the tetrahedral shape is restored.

## Calculated quantities

```
group | order averaged | inversion | N_beta | N_gamma
C1          1   no  10  15
Ci          2  yes   0  15
C2v         4   no   3   6
C3v         6   no   3   4
D3h        12   no   1   3
D4          8   no   0   4
Td         24   no   1   2
O          24   no   0   2
Oh         48  yes   0   2
C_inf_v    14   no   2   3
D_inf_h    28  yes   0   3
atom      120  yes   0   1
Td class | size | chi_3 | chi_4
E         1    10    15
C3        8     1     0
C2        3    -2     3
S4        6    -0     1
sigma_d   6     2     3
non-zero ordered beta entries in Td: 6
z along C3, components / beta_xyz (no unit):
  zzz 1.1547, zxx -0.5774, xxx -0.8165, xyy 0.8165
CH4 bond length: 1.09 angstrom; basis functions: 43
smallest field step: 0.004 a.u.
CH4 beta_xyz: -15.357 a.u. = -4.924e-52 C^3 m^3 J^-2
CH4 largest forbidden |beta|: 2.5e-05 a.u.
CH4 gamma_xxxx: 660.2 a.u. = 4.116e-62 C^4 m^4 J^-3
CH4 gamma_xxyy: 365.9 a.u. = 2.282e-62 C^4 m^4 J^-3
CH4 largest forbidden |gamma|: 1.2e-02 a.u.
CH4 gamma_xxxx/(3 gamma_xxyy): 0.601 (no unit)
[111] beta, predicted from beta_xyz: -17.733 a.u.
[111] beta, from dipoles: -17.733 a.u.
[111] beta, from energies: -17.733 a.u.
[111] gamma, predicted: 951.9 a.u.
[111] gamma, from dipoles: 951.9 a.u.
test field F: 0.002 0.004 0.004 a.u.
E(S4 F)-E(F): 1.4e-14 hartree
E(C4 F)-E(F): -9.8268e-07 hartree
2 beta_xyz Fx Fy Fz: -9.8286e-07 hartree
CO bond length: 1.13 angstrom
N2 bond length: 1.10 angstrom
CO beta_z,xx: -2.859 a.u.
CO beta_x,xz: -2.860 a.u.
CO beta_zzz: 19.554 a.u.
N2 largest |beta_i(u,u)|: 3.3e-05 a.u.
```
